# The PAW nonadiabatic coupling vector and its translational sum rule: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# PAW nonadiabatic coupling d^a_mn = <psi_m|d psi_n/dR_a>, psi = T psit, 1D two-well model.
# T = 1 + sum |dphi_i><p_i|, dphi = phi - phit (all-electron minus pseudo partial wave).
# Tested: d = <m|T+T|dn> + <m|T+dT|n> (exact) = <m|S|dn> + <m|D_a|n> (complete partial waves),
#  S = 1 + |p>q<p|, D_a = |p>q<d_a p| - |p>g<p|, q = <phi|phi>-<phit|phit>,
#  g = <phi|grad phi>-<phit|grad phit>; sum_a d^a = -<psi_m|grad|psi_n>
#  = -(<psit_m|grad|psit_n> + c* g c), c = <p|psit>.  Atomic units inside, eV/angstrom printed.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh, eigvalsh, lu_factor, lu_solve
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc
HA = pc['Hartree energy in eV'][0]; A0 = pc['Bohr radius'][0]*1e10
depth = np.array([40.0, 30.0])/HA; w = 0.15/A0; rc = 0.75/A0; L = 20.0/A0
R0 = np.array([-0.8, 0.8])/A0; h = 2e-3
G = 2*np.pi/L*np.arange(-200, 201); N = len(G); I = np.eye(N); dG = G[:, None]-G[None, :]
KIN = np.diag(G**2/2).astype(complex); grad = (1j*G)[:, None]
steps = (-2, -1, 1, 2); wts = np.array([1, -8, 8, -1])/(12*h)
dag = lambda M: M.conj().T
def well(a, R): return -depth[a]*w*np.sqrt(np.pi)/L*np.exp(-(dG*w)**2/4-1j*dG*R[a])
def solve(H, S, shifts, start):   # inverse iteration; phase fixed by psi(R0[1]) > 0
    eps, vec = [], []
    for k in range(2):
        lu = lu_factor(H-(shifts[k]+1e-4)*S); v = start[:, k]
        for _ in range(16):
            v = lu_solve(lu, S@v); v = v/np.sqrt((v.conj()@S@v).real)
        z = v@np.exp(1j*G*R0[1]); v = v*z.conj()/abs(z)
        e = (v.conj()@H@v).real
        assert np.linalg.norm(H@v-e*(S@v)) < 1e-8
        eps.append(e); vec.append(v)
    return np.array(eps), np.array(vec).T
def moved(a, s):
    R = R0.copy(); R[a] += s*h; return R
def displaced(build, eps, V): return [[solve(*build(moved(a, s)), eps, V)[1] for s in steps] for a in range(2)]
fd = lambda xs: sum(c*x for c, x in zip(wts, xs))
def all_electron(U):
    build = lambda R: (KIN+well(0, R)+well(1, R)+U, I)
    e, V = eigh(build(R0)[0], subset_by_index=[0, 1]); e, V = solve(*build(R0), e, V)
    return e, V, [dag(V)@fd(x) for x in displaced(build, e, V)]
eA, VA, dA = all_electron(0*I); gap = eA[1]-eA[0]; gradA = dag(VA)@(grad*VA)
for a in range(2):   # finite difference against Hellmann-Feynman form
    assert abs(dA[a][0, 1]-(dag(VA)@(-1j*dG*well(a, R0))@VA)[0, 1]/gap) < 1e-7
assert abs(dA[0]+dA[1]+gradA).max() < 1e-7
xg = np.linspace(-L/2, L/2, 2000, endpoint=False); psi = np.exp(1j*np.outer(xg, G))@VA/np.sqrt(L)
x01 = (np.sum(psi[:, 0].conj()*xg*psi[:, 1])*L/2000).real
assert abs(gradA[0, 1]-gap*x01) < 1e-5
u0 = 0.5/HA; K = 4*2*np.pi/L; E = np.eye(N, k=-4)   # external u0 sin(Kx)
eU, VU, dU = all_electron(u0*(E-E.T)/2j)
viol = (dU[0]+dU[1]+dag(VU)@(grad*VU))[0, 1]
violf = (dag(VU)@(u0*K*(E+E.T)/2)@VU)[0, 1]/(eU[1]-eU[0])
assert abs(viol-violf) < 1e-7 and abs(viol) > 1e-3
# PAW data sets on a Gauss grid inside the sphere
t, wq = np.polynomial.legendre.leggauss(120); xs = rc*(t+1)/2
x = np.concatenate([-xs, xs]); W = np.concatenate([wq, wq])*rc/2
FT = np.exp(-1j*np.outer(G, x))*W/np.sqrt(L); ip = lambda A, B: (A*W)@B.T
def partial(a, par, e):
    f = lambda r, y: [y[1], 2*(-depth[a]*np.exp(-(r/w)**2)-e)*y[0]]
    s = solve_ivp(f, [0, rc], [1.0-par, float(par)], method='DOP853', rtol=1e-13, atol=1e-14,
                  max_step=0.01, dense_output=True)
    y = s.sol(xs); sg = 1-2*par; y0, y1 = s.y[:, -1]
    phi = np.concatenate([sg*y[0], y[0]]); dphi = np.concatenate([-sg*y[1], y[1]])
    rhs = np.array([y0, y1, -2*e*y0, -2*e*y1, 4*e*e*y0])*rc**np.arange(5)
    mono = [Polynomial.basis(2*k+par) for k in range(5)]
    co = np.linalg.solve([[m.deriv(d)(1.0) for m in mono] for d in range(5)], rhs)
    p = sum(float(c)*m for c, m in zip(co, mono))
    pt = p(x/rc); kin = -0.5*p.deriv(2)(x/rc)/rc**2
    return np.array([phi, dphi, e*phi, pt, p.deriv(1)(x/rc)/rc, kin, e*pt-kin])
def dataset(a, refs):
    blocks = []
    for par in (0, 1):
        raw = np.array([partial(a, par, e/HA) for e in refs]).transpose(1, 0, 2)
        C = np.linalg.inv(np.linalg.cholesky(ip(raw[3], raw[3])))   # orthonormal pseudo waves
        b = [C@r for r in raw]
        b[6] = np.linalg.solve(ip(b[3], b[6]).T, b[6]); blocks.append(b)
    phi, dphi, hphi, pt, dpt, kin, p = [np.vstack(z) for z in zip(*blocks)]
    D = ip(phi, hphi)-ip(pt, kin); assert abs(D-D.T).max() < 1e-6
    g = ip(phi, dphi)-ip(pt, dpt); assert abs(g+g.T).max() < 1e-7
    return dict(q=ip(phi, phi)-ip(pt, pt), D=(D+D.T)/2, g=g, P=FT@p.T, F=FT@(phi-pt).T,
                o=ip(phi-pt, pt), og=ip(phi-pt, dpt))
def paw(refs):
    ds = [dataset(a, refs) for a in range(2)]
    col = lambda a, k, R: np.exp(-1j*G*R[a])[:, None]*ds[a][k]
    nl = lambda k, R: sum(col(a, 'P', R)@ds[a][k]@dag(col(a, 'P', R)) for a in range(2))
    build = lambda R: (KIN+nl('D', R), I+nl('q', R))
    Tv = lambda R, V: V+sum(col(a, 'F', R)@(dag(col(a, 'P', R))@V) for a in range(2))
    H, S = build(R0); e, V = solve(H, S, eA, VA); disp = displaced(build, e, V); TV = Tv(R0, V)
    r = dict(e=e, first=[], second=[], dS=[], delta=[], exact2=[], exact=[], bare=[], aug=0)
    gauge = 0
    for a in range(2):
        P, F, q, g = col(a, 'P', R0), col(a, 'F', R0), ds[a]['q'], ds[a]['g']
        c, cd = dag(P)@V, dag(-grad*P)@V; dV = fd(disp[a])
        first = dag(V)@S@dV; second = dag(c)@(q@cd-g@c)
        ex1 = dag(TV)@Tv(R0, dV); ex2 = dag(TV)@(-grad*F@c+F@cd)
        defn = dag(TV)@fd([Tv(moved(a, s), X) for s, X in zip(steps, disp[a])])
        assert abs(defn-ex1-ex2).max() < 1e-7
        dS = fd([dag(V)@build(moved(a, s))[1]@V for s in steps])
        assert abs(second+dag(second)-dS).max() < 1e-7 and abs(first+dag(first)+dS).max() < 1e-7
        assert abs(np.diag(first)+np.diag(dS)/2).max() < 1e-7 and abs(np.diag(first+second)).max() < 1e-7
        dop = lambda M: dag(cd)@M@c+dag(c)@M@cd
        assert abs(first[0, 1]-(dop(ds[a]['D'])-e[1]*dop(q))[0, 1]/(e[1]-e[0])) < 1e-7
        gauge = gauge+dag(V)@S@fd([X*np.exp(0.3j*s*h) for s, X in zip(steps, disp[a])])-first
        for k, val in (('first', first), ('second', second), ('dS', dS), ('exact2', ex2), ('exact', defn),
                       ('bare', dag(V)@dV), ('delta', dag(c)@(ds[a]['o']@cd-ds[a]['og']@c))):
            r[k].append(val[0, 1].real)
        r['aug'] += (dag(c)@g@c)[0, 1].real
    assert abs(gauge-0.6j*np.eye(2)).max() < 1e-7
    r['pg'] = (dag(V)@(grad*V))[0, 1].real; r['sg'] = (dag(V)@S@(grad*V))[0, 1].real
    r['tot'] = np.array(r['first'])+np.array(r['second'])
    r['rule'] = abs(r['tot'].sum()+r['pg']+r['aug']); assert r['rule'] < 1e-7
    assert abs(sum(r['first'])+r['sg']) < 1e-7
    assert abs(sum(r['exact'])+(dag(TV)@(grad*TV))[0, 1]) < 1e-7
    r['err'] = max(abs(r['tot'][a]-dA[a][0, 1]) for a in range(2))
    r['smin'] = eigvalsh(S)[0]; r['nlev'] = int((eigvalsh(H+0.5/HA*S) < 0).sum())
    return r
sets = [(-4.0,), (-7.0, -1.0), (-7.0, -4.0, -1.0)]; res = [paw(s) for s in sets]; r = res[2]
assert res[2]['err'] < res[1]['err'] < res[0]['err'] and r['err'] < 2e-5
assert abs(r['e']-eA).max() < 1e-5 and abs(r['pg']+r['aug']-gradA[0, 1]) < 2e-5
assert abs(r['aug']) > 1e-3 and max(map(abs, r['second'])) > 20*r['err']
b = int(np.argmax(np.abs(r['delta'])))   # single terms differ from the T forms, totals do not
gapterm = r['second'][b]-r['exact2'][b]; gaptot = r['tot'][b]-r['exact'][b]
assert abs(gapterm-r['delta'][b]) < 0.2*abs(r['delta'][b]) and abs(gaptot) < 0.2*abs(r['delta'][b])
k = 1/A0; nm = 'AB'
print(f"well depths A, B: {depth[0]*HA:.1f}, {depth[1]*HA:.1f} eV; width {w*A0:.2f} A; sphere radius {rc*A0:.2f} A")
print(f"positions {R0[0]*A0:.2f}, {R0[1]*A0:.2f} A; cell {L*A0:.1f} A; {N} plane waves, cutoff {G[-1]**2/2*HA:.0f} eV")
print(f"finite-difference step {h*A0:.5f} A; matrix elements are m=0, n=1")
print(f"AE levels {eA[0]*HA:.6f}, {eA[1]*HA:.6f} eV; gap {gap*HA:.6f} eV")
print(f"AE d^A {dA[0][0,1].real*k:.6f}, d^B {dA[1][0,1].real*k:.6f}, sum {(dA[0]+dA[1])[0,1].real*k:.6f} 1/A")
print(f"AE gradient {gradA[0,1].real*k:.6f} 1/A = {gradA[0,1].real:.6f} 1/bohr")
print(f"AE dipole x01 {x01*A0:.6f} A; hbar^2/m {HA*A0**2:.5f} eV A^2; gap*x01/(hbar^2/m) {gap*x01*k:.6f} 1/A")
for s, z in zip(sets, res):
    print(f"refs {s} eV: max level error {abs(z['e']-eA).max()*HA:.2e} eV, max d error {z['err']*k:.2e} 1/A")
    print(f"  d^A {z['tot'][0]*k:.6f}, d^B {z['tot'][1]*k:.6f}, PAW gradient {(z['pg']+z['aug'])*k:.6f} 1/A")
    print(f"  sum-rule residual {z['rule']*k:.1e} 1/A; min eig S {z['smin']:.4f}; levels below -0.5 eV: {z['nlev']}")
print("three reference energies per parity:")
print(f"PAW levels {r['e'][0]*HA:.6f}, {r['e'][1]*HA:.6f} eV")
for a in range(2):
    print(f"atom {nm[a]}: <S dn> {r['first'][a]*k:.6f}, <D> {r['second'][a]*k:.6f}, total {r['tot'][a]*k:.6f} 1/A")
    print(f"atom {nm[a]}: bare <m|dn> {r['bare'][a]*k:.6f}, <dS> {r['dS'][a]*k:.6f} 1/A")
    print(f"atom {nm[a]}: <T+dT> {r['exact2'][a]*k:.6f}, T-form total {r['exact'][a]*k:.6f} 1/A")
print(f"sum <S dn> {sum(r['first'])*k:.6f}, <S grad> {r['sg']*k:.6f}, sum <D> {sum(r['second'])*k:.6f} 1/A")
print(f"sum of d {r['tot'].sum()*k:.6f} 1/A = {r['tot'].sum():.6f} 1/bohr")
print(f"pseudo gradient {r['pg']*k:.6f}, c*gc {r['aug']*k:.6f}, corrected {(r['pg']+r['aug'])*k:.6f} 1/A")
print(f"c*gc share of the gradient {100*r['aug']/(r['pg']+r['aug']):.2f} %")
print(f"atom {nm[b]}: <D>-<T+dT> {gapterm*k:.3e}, predicted delta {r['delta'][b]*k:.3e}, totals differ {gaptot*k:.1e} 1/A")
print(f"external u0 sin(Kx): u0 {u0*HA:.2f} eV, wavelength {2*np.pi/K*A0:.1f} A, gap {(eU[1]-eU[0])*HA:.5f} eV")
print(f"  sum d + gradient {viol.real*k:.6f}, <u'>/gap {violf.real*k:.6f} 1/A")
print("checks complete")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 115, in <module>
    assert res[2]['err'] < res[1]['err'] < res[0]['err'] and r['err'] < 2e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The pseudo partial waves were five-term polynomials matched through the fourth derivative, so each source function (ε − kinetic)φ̃ had the form (1−t²)³(a + bt²), times t in the odd case. That space has only two dimensions per parity, so with three reference energies the duality matrix was singular and the third projector was rounding noise, which spoiled the three-energy set. The pseudo waves now solve (kinetic − C_i k − ε_i)φ̃_i = 0 with k = (1−x²/r_c²)⁴ and C_i fixed by matching the logarithmic derivative, so the projectors span kφ̃ and their duality matrix is a positive-definite Gram matrix. A new assertion bounds its condition number; no test is removed and no tolerance changes, but the PAW numbers of all three sets change because the pseudo waves are different.

The change:

```diff
@@ -5,8 +5,10 @@
 #  g = <phi|grad phi>-<phit|grad phit>; sum_a d^a = -<psi_m|grad|psi_n>
 #  = -(<psit_m|grad|psit_n> + c* g c), c = <p|psit>.  Atomic units inside, eV/angstrom printed.
+# Pseudo waves solve (kinetic - C k - e) phit = 0, k = (1-x^2/rc^2)^4; projectors span k*phit.
 import numpy as np
-from numpy.polynomial import Polynomial
+from functools import lru_cache
 from scipy.linalg import eigh, eigvalsh, lu_factor, lu_solve
 from scipy.integrate import solve_ivp
+from scipy.optimize import brentq
 from scipy.constants import physical_constants as pc
 HA = pc['Hartree energy in eV'][0]; A0 = pc['Bohr radius'][0]*1e10
@@ -53,23 +55,28 @@
 x = np.concatenate([-xs, xs]); W = np.concatenate([wq, wq])*rc/2
 FT = np.exp(-1j*np.outer(G, x))*W/np.sqrt(L); ip = lambda A, B: (A*W)@B.T
-def partial(a, par, e):
-    f = lambda r, y: [y[1], 2*(-depth[a]*np.exp(-(r/w)**2)-e)*y[0]]
-    s = solve_ivp(f, [0, rc], [1.0-par, float(par)], method='DOP853', rtol=1e-13, atol=1e-14,
-                  max_step=0.01, dense_output=True)
-    y = s.sol(xs); sg = 1-2*par; y0, y1 = s.y[:, -1]
-    phi = np.concatenate([sg*y[0], y[0]]); dphi = np.concatenate([-sg*y[1], y[1]])
-    rhs = np.array([y0, y1, -2*e*y0, -2*e*y1, 4*e*e*y0])*rc**np.arange(5)
-    mono = [Polynomial.basis(2*k+par) for k in range(5)]
-    co = np.linalg.solve([[m.deriv(d)(1.0) for m in mono] for d in range(5)], rhs)
-    p = sum(float(c)*m for c, m in zip(co, mono))
-    pt = p(x/rc); kin = -0.5*p.deriv(2)(x/rc)/rc**2
-    return np.array([phi, dphi, e*phi, pt, p.deriv(1)(x/rc)/rc, kin, e*pt-kin])
+shape = lambda r: (1-(r/rc)**2)**4
+def outward(pot, par, e, step, dense):
+    return solve_ivp(lambda r, y: [y[1], 2*(pot(r)-e)*y[0]], [0, rc], [1.0-par, float(par)],
+                     method='DOP853', rtol=1e-13, atol=1e-14, max_step=step, dense_output=dense)
+@lru_cache(maxsize=None)
+def partial(a, par, e_ev):
+    e = e_ev/HA; sg = 1-2*par
+    mirror = lambda y: (np.concatenate([sg*y[0], y[0]]), np.concatenate([-sg*y[1], y[1]]))
+    ae = outward(lambda r: -depth[a]*np.exp(-(r/w)**2), par, e, 0.01, True); y0, y1 = ae.y[:, -1]
+    smooth = lambda C, dense: outward(lambda r: -C*shape(r), par, e, 0.02, dense)
+    def wronskian(C):
+        z0, z1 = smooth(C, False).y[:, -1]; return z1*y0-z0*y1
+    C = brentq(wronskian, 0.0, 2.0, xtol=1e-14)
+    ps = smooth(C, True); z0, z1 = ps.y[:, -1]; scale = (y0*z0+y1*z1)/(z0*z0+z1*z1)
+    phi, dphi = mirror(ae.sol(xs)); pt, dpt = mirror(scale*ps.sol(xs))
+    return np.array([phi, dphi, e*phi, pt, dpt, (e+C*shape(x))*pt]), C
 def dataset(a, refs):
     blocks = []
     for par in (0, 1):
-        raw = np.array([partial(a, par, e/HA) for e in refs]).transpose(1, 0, 2)
-        C = np.linalg.inv(np.linalg.cholesky(ip(raw[3], raw[3])))   # orthonormal pseudo waves
-        b = [C@r for r in raw]
-        b[6] = np.linalg.solve(ip(b[3], b[6]).T, b[6]); blocks.append(b)
+        raw = np.array([partial(a, par, e)[0] for e in refs]).transpose(1, 0, 2)
+        Cm = np.linalg.inv(np.linalg.cholesky(ip(raw[3], raw[3])))   # orthonormal pseudo waves
+        b = [Cm@r for r in raw]
+        M = ip(b[3], shape(x)*b[3]); assert np.linalg.cond(M) < 1e5   # independent projectors
+        b.append(np.linalg.solve(M, shape(x)*b[3])); blocks.append(b)
     phi, dphi, hphi, pt, dpt, kin, p = [np.vstack(z) for z in zip(*blocks)]
     D = ip(phi, hphi)-ip(pt, kin); assert abs(D-D.T).max() < 1e-6
@@ -113,10 +120,4 @@
     return r
 sets = [(-4.0,), (-7.0, -1.0), (-7.0, -4.0, -1.0)]; res = [paw(s) for s in sets]; r = res[2]
-assert res[2]['err'] < res[1]['err'] < res[0]['err'] and r['err'] < 2e-5
-assert abs(r['e']-eA).max() < 1e-5 and abs(r['pg']+r['aug']-gradA[0, 1]) < 2e-5
-assert abs(r['aug']) > 1e-3 and max(map(abs, r['second'])) > 20*r['err']
-b = int(np.argmax(np.abs(r['delta'])))   # single terms differ from the T forms, totals do not
-gapterm = r['second'][b]-r['exact2'][b]; gaptot = r['tot'][b]-r['exact'][b]
-assert abs(gapterm-r['delta'][b]) < 0.2*abs(r['delta'][b]) and abs(gaptot) < 0.2*abs(r['delta'][b])
 k = 1/A0; nm = 'AB'
 print(f"well depths A, B: {depth[0]*HA:.1f}, {depth[1]*HA:.1f} eV; width {w*A0:.2f} A; sphere radius {rc*A0:.2f} A")
@@ -127,4 +128,8 @@
 print(f"AE gradient {gradA[0,1].real*k:.6f} 1/A = {gradA[0,1].real:.6f} 1/bohr")
 print(f"AE dipole x01 {x01*A0:.6f} A; hbar^2/m {HA*A0**2:.5f} eV A^2; gap*x01/(hbar^2/m) {gap*x01*k:.6f} 1/A")
+for a in range(2):
+    for par in (0, 1):
+        print(f"C atom {nm[a]} {('even', 'odd')[par]} at {sets[2]} eV: "
+              + ", ".join(f"{partial(a, par, e)[1]*HA:.3f}" for e in sets[2])+" eV")
 for s, z in zip(sets, res):
     print(f"refs {s} eV: max level error {abs(z['e']-eA).max()*HA:.2e} eV, max d error {z['err']*k:.2e} 1/A")
@@ -141,6 +146,12 @@
 print(f"pseudo gradient {r['pg']*k:.6f}, c*gc {r['aug']*k:.6f}, corrected {(r['pg']+r['aug'])*k:.6f} 1/A")
 print(f"c*gc share of the gradient {100*r['aug']/(r['pg']+r['aug']):.2f} %")
+b = int(np.argmax(np.abs(r['delta'])))   # single terms differ from the T forms, totals do not
+gapterm = r['second'][b]-r['exact2'][b]; gaptot = r['tot'][b]-r['exact'][b]
 print(f"atom {nm[b]}: <D>-<T+dT> {gapterm*k:.3e}, predicted delta {r['delta'][b]*k:.3e}, totals differ {gaptot*k:.1e} 1/A")
 print(f"external u0 sin(Kx): u0 {u0*HA:.2f} eV, wavelength {2*np.pi/K*A0:.1f} A, gap {(eU[1]-eU[0])*HA:.5f} eV")
 print(f"  sum d + gradient {viol.real*k:.6f}, <u'>/gap {violf.real*k:.6f} 1/A")
+assert res[2]['err'] < res[1]['err'] < res[0]['err'] and r['err'] < 2e-5
+assert abs(r['e']-eA).max() < 1e-5 and abs(r['pg']+r['aug']-gradA[0, 1]) < 2e-5
+assert abs(r['aug']) > 1e-3 and max(map(abs, r['second'])) > 20*r['err']
+assert abs(gapterm-r['delta'][b]) < 0.2*abs(r['delta'][b]) and abs(gaptot) < 0.2*abs(r['delta'][b])
 print("checks complete")
```

Output now:

```
well depths A, B: 40.0, 30.0 eV; width 0.15 A; sphere radius 0.75 A
positions -0.80, 0.80 A; cell 20.0 A; 401 plane waves, cutoff 15041 eV
finite-difference step 0.00106 A; matrix elements are m=0, n=1
AE levels -6.215650, -1.868943 eV; gap 4.346707 eV
AE d^A -0.501934, d^B 0.061218, sum -0.440715 1/A
AE gradient 0.440715 1/A = 0.233216 1/bohr
AE dipole x01 0.772593 A; hbar^2/m 7.61996 eV A^2; gap*x01/(hbar^2/m) 0.440715 1/A
C atom A even at (-7.0, -4.0, -1.0) eV: 19.863, 20.469, 21.059 eV
C atom A odd at (-7.0, -4.0, -1.0) eV: 3.774, 3.873, 3.974 eV
C atom B even at (-7.0, -4.0, -1.0) eV: 14.133, 14.583, 15.026 eV
C atom B odd at (-7.0, -4.0, -1.0) eV: 2.800, 2.873, 2.948 eV
refs (-4.0,) eV: max level error 2.41e-03 eV, max d error 8.18e-05 1/A
  d^A -0.501918, d^B 0.061137, PAW gradient 0.440782 1/A
  sum-rule residual 2.4e-15 1/A; min eig S 1.0000; levels below -0.5 eV: 2
refs (-7.0, -1.0) eV: max level error 4.53e-08 eV, max d error 1.86e-07 1/A
  d^A -0.501934, d^B 0.061218, PAW gradient 0.440715 1/A
  sum-rule residual 2.9e-14 1/A; min eig S 0.9925; levels below -0.5 eV: 2
refs (-7.0, -4.0, -1.0) eV: max level error 4.85e-12 eV, max d error 1.06e-10 1/A
  d^A -0.501934, d^B 0.061218, PAW gradient 0.440715 1/A
  sum-rule residual 2.5e-13 1/A; min eig S 0.6503; levels below -0.5 eV: 2
three reference energies per parity:
PAW levels -6.215650, -1.868943 eV
atom A: <S dn> -0.514787, <D> 0.012853, total -0.501934 1/A
atom A: bare <m|dn> -0.474058, <dS> 0.022706 1/A
atom A: <T+dT> 0.012854, T-form total -0.501934 1/A
atom B: <S dn> 0.061829, <D> -0.000610, total 0.061218 1/A
atom B: bare <m|dn> 0.055350, <dS> -0.002783 1/A
atom B: <T+dT> -0.000610, T-form total 0.061218 1/A
sum <S dn> -0.452958, <S grad> 0.452958, sum <D> 0.012243 1/A
sum of d -0.440715 1/A = -0.233216 1/bohr
pseudo gradient 0.418708, c*gc 0.022007, corrected 0.440715 1/A
c*gc share of the gradient 4.99 %
atom A: <D>-<T+dT> -2.639e-07, predicted delta -2.641e-07, totals differ 3.2e-10 1/A
external u0 sin(Kx): u0 0.50 eV, wavelength 5.0 A, gap 4.75476 eV
  sum d + gradient 0.009698, <u'>/gap 0.009698 1/A
checks complete
```
